\section*{Second-order spin-orbit mixing and the fine structure of d² ³F}

\section*{The problem}

Two electrons occupy one open $d$ shell. Their Hamiltonian is
\begin{equation}
H=H_0+V,\qquad V=\zeta\sum_{k}\mathbf l_k\cdot\mathbf s_k ,\qquad \zeta>0 .
\end{equation}
Angular momenta are in units of $\hbar$, and $\zeta$ is an energy. $H_0$ contains no spin operators and is invariant under rotations, so its levels are terms with definite $L$ and $S$. The lowest is $^3F$, whose energy is the zero of energy; the others are $^1D$, $^3P$, $^1G$ and $^1S$. Write
\begin{equation}
D=E(^1D)-E(^3F),\qquad G=E(^1G)-E(^3F),
\end{equation}
and assume that $\zeta$ is small compared with $D$, $G$ and $E(^3P)-E(^3F)$. Spin-spin and spin-other-orbit interactions and mixing with other configurations are left out.

\section*{(a) Which terms can $V$ connect?}

\textit{Find the conditions on $L,S,J,M_J$ for a nonzero matrix element of $V$ between two terms, for any number of electrons.}

\textbf{Solution.} Define $T_{ab}=\sum_k l_{ka}s_{kb}$ with Cartesian indices $a,b$, so that $V=\zeta\sum_a T_{aa}$. The total $\mathbf L$ acts on orbital variables alone and the total $\mathbf S$ on spins alone. Hence
\begin{equation}
[L_c,T_{ab}]=i\sum_d\epsilon_{cad}T_{db},\qquad
[S_c,T_{ab}]=i\sum_d\epsilon_{cbd}T_{ad}.
\end{equation}
$T_{ab}$ is therefore a vector in its first index under orbital rotations, and a vector in its second index under spin rotations. The Wigner--Eckart theorem, applied once in each space, gives
\begin{equation}
\langle L'M_L'S'M_S'|V|LM_LSM_S\rangle
=\zeta r\sum_a\langle L'M_L'|U_a|LM_L\rangle\langle S'M_S'|W_a|SM_S\rangle .
\label{fact}
\end{equation}
Here $U_a$ and $W_a$ are standard vector operators fixed by the angular momenta, and the number $r$ depends on the two terms. A vector acting on angular momentum $L$ can produce $L-1$, $L$ or $L+1$, and acting on $L=0$ it produces $1$ alone. So
\begin{equation}
\Delta L=0,\pm1,\qquad \Delta S=0,\pm1,\qquad 0\not\leftrightarrow0\ \text{for $L$ and for $S$.}
\end{equation}
Each $\mathbf l_k\cdot\mathbf s_k$ is a scalar under joint rotations, so $[V,\mathbf J]=0$ with $\mathbf J=\mathbf L+\mathbf S$. This adds $\Delta J=0$ and $\Delta M_J=0$. The conditions are necessary; they do not guarantee that $r\neq0$.

\section*{(b) The $d^2$ configuration to first order}

\textit{Find the action of $V$ within the triplets and within the singlets, the first-order levels of $^3F$, and the terms that mix with each of them.}

\textbf{Solution.} Multiplying out the right-hand side confirms that
\begin{equation}
\mathbf l_1\!\cdot\mathbf s_1+\mathbf l_2\!\cdot\mathbf s_2
=\tfrac12\,\mathbf L\cdot\mathbf S
+\tfrac12(\mathbf l_1-\mathbf l_2)\cdot(\mathbf s_1-\mathbf s_2),
\end{equation}
because the cross products $\mathbf l_1\cdot\mathbf s_2$ and $\mathbf l_2\cdot\mathbf s_1$ cancel. The difference $\mathbf s_1-\mathbf s_2$ changes sign when the spins are exchanged. Triplet spin states are even under this exchange and the singlet is odd, so the second part connects triplets with singlets and has no elements within either class. Among triplets $V$ equals $\tfrac{\zeta}{2}\mathbf L\cdot\mathbf S$; among singlets it vanishes.

Let $X=\mathbf L\cdot\mathbf S$. Squaring $\mathbf J=\mathbf L+\mathbf S$ gives $X=\tfrac12[J(J+1)-L(L+1)-S(S+1)]$. For $^3F$, with $L(L+1)=12$ and $S(S+1)=2$,
\begin{equation}
X=3,\,-1,\,-4\quad\text{for}\quad J=4,3,2,
\end{equation}
and the first-order energies are $\tfrac32\zeta$, $-\tfrac12\zeta$ and $-2\zeta$. They obey the Land\'e interval rule $E_J-E_{J-1}\propto J$, since the intervals $2\zeta$ and $\tfrac32\zeta$ are in the ratio $4:3$.

From $^3F$ the rule on $L$ excludes $^3P$ and $^1S$. There remain $^1D$, which has $J=2$, and $^1G$, which has $J=4$. No other term of $d^2$ contains $J=3$, so in this model $^3F_3$ stays at $-\tfrac12\zeta$ for any $\zeta$.

\section*{(c) The strength of the mixing}

\textit{Find $|\langle{}^1G_4|V|{}^3F_4\rangle|^2$ and $|\langle{}^1D_2|V|{}^3F_2\rangle|^2$ without constructing the wave functions.}

\textbf{Solution.} The eigenvalues of $V$ alone follow from $jj$ coupling. For one $d$ electron $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-6-\tfrac34]$, which is $1$ for $j=\tfrac52$ and $-\tfrac32$ for $j=\tfrac32$. Two electrons with equal half-integer $j$ can have even $J$ up to $2j-1$; with different $j$ every $J$ from $1$ to $4$ occurs. Thus

\begin{itemize}
\item $(\tfrac52)^2$ has energy $2\zeta$ and $J=0,2,4$;
\item $(\tfrac52,\tfrac32)$ has energy $-\tfrac12\zeta$ and $J=1,2,3,4$;
\item $(\tfrac32)^2$ has energy $-3\zeta$ and $J=0,2$.
\end{itemize}

For $J=4$, in the basis $^3F_4,{}^1G_4$,
\begin{equation}
V=\zeta\begin{pmatrix}\tfrac32&g\\ g^*&0\end{pmatrix},\qquad
\text{eigenvalues }2\zeta,\,-\tfrac12\zeta .
\end{equation}
The determinant is the product of the eigenvalues: $-|g|^2=-1$. Hence $|\langle{}^1G_4|V|{}^3F_4\rangle|^2=\zeta^2$. The traces agree, $\tfrac32=2-\tfrac12$.

For $J=2$ the basis is $^3F_2,{}^3P_2,{}^1D_2$. For $^3P_2$, $X=\tfrac12(6-2-2)=1$, so
\begin{equation}
V=\zeta\begin{pmatrix}-2&0&b\\0&\tfrac12&c\\ b^*&c^*&0\end{pmatrix},\qquad
\text{eigenvalues }2\zeta,\,-\tfrac12\zeta,\,-3\zeta .
\end{equation}
Put $x=|b|^2$ and $y=|c|^2$. The trace of $V^2/\zeta^2$ gives
\begin{equation}
4+\tfrac14+2(x+y)=4+\tfrac14+9\quad\Rightarrow\quad x+y=\tfrac92 ,
\end{equation}
and the determinant gives
\begin{equation}
2y-\tfrac12x=2\cdot(-\tfrac12)\cdot(-3)=3 .
\end{equation}
Inserting $y=\tfrac92-x$ yields $9-\tfrac52x=3$, so $x=\tfrac{12}{5}$ and $y=\tfrac{21}{10}$. Therefore $|\langle{}^1D_2|V|{}^3F_2\rangle|^2=\tfrac{12}{5}\zeta^2$.

\section*{(d) The effective operator in $^3F$}

\textit{Eliminate the other terms to second order and write the result as a polynomial in $\mathbf L\cdot\mathbf S$.}

\textbf{Solution.} Let $P$ project on $^3F$ and let $Q=1-P$. The $Q$ part of $H\psi=E\psi$ gives $Q\psi=(E-QHQ)^{-1}QVP\psi$. Substitution in the $P$ part gives
\begin{equation}
E\,P\psi=\left[PHP+PVQ\,(E-QHQ)^{-1}QVP\right]P\psi .
\label{elim}
\end{equation}
The last term already has two factors of $V$. To second order $E$ may be replaced there by $0$, the energy of $^3F$, and $QHQ$ by $QH_0Q$. Each term $t$ then contributes $-PVP_tVP/E_t$, where $P_t$ projects on it. Since $V$ conserves $J$ and $M_J$, this operator is diagonal in the levels, with
\begin{equation}
\delta E_4=-\frac{\zeta^2}{G},\qquad \delta E_3=0,\qquad
\delta E_2=-\frac{12\,\zeta^2}{5D}.
\label{shifts}
\end{equation}
The signs are negative because both singlets lie above $^3F$.

The projectors on $J=4$ and $J=2$ within $^3F$ are the polynomials in $X$ that equal one at their own level and vanish at the other two:
\begin{equation}
P_4=\frac{(X+1)(X+4)}{4\cdot7},\qquad
P_2=\frac{(X-3)(X+1)}{(-7)(-3)} .
\end{equation}
With $\tfrac{12}{5}\cdot\tfrac1{21}=\tfrac4{35}$, the second-order operator is
\begin{equation}
H^{(2)}=-\frac{\zeta^2}{28G}(X^2+5X+4)-\frac{4\zeta^2}{35D}(X^2-2X-3).
\end{equation}
Collecting powers, and adding the first-order part, gives
\begin{equation}
H_{\rm eff}=c_0+\left(\tfrac{\zeta}{2}+c_1\right)\mathbf L\cdot\mathbf S+c_2(\mathbf L\cdot\mathbf S)^2,
\label{heff}
\end{equation}
\begin{align}
c_0&=-\zeta^2\left[\frac1{7G}-\frac{12}{35D}\right],\qquad
c_1=-\zeta^2\left[\frac5{28G}-\frac8{35D}\right],\\
c_2&=-\zeta^2\left[\frac1{28G}+\frac4{35D}\right].
\end{align}

Mixing thus adds an $(\mathbf L\cdot\mathbf S)^2$ operator, and it also changes the constant and the $\mathbf L\cdot\mathbf S$ coefficient. Both singlets contribute to $c_2$ with the same sign, but to $c_0$ and $c_1$ with opposite signs. For equal gaps $D=G=\Delta$ the coefficients reduce to
\begin{equation}
c_0=\frac{\zeta^2}{5\Delta},\qquad c_1=\frac{\zeta^2}{20\Delta},\qquad c_2=-\frac{3\zeta^2}{20\Delta}.
\end{equation}
At $X=-1$ the second-order polynomial $c_0-c_1+c_2$ is $\tfrac15-\tfrac1{20}-\tfrac3{20}=0$ in units of $\zeta^2/\Delta$, as $J=3$ requires.

\section*{(e) Is the quadratic form more than a fit?}

\textit{Three levels can always be fitted by a quadratic in $X$. Determine the highest power of $\mathbf L\cdot\mathbf S$ that second-order mixing can produce for general $L$ and $S$.}

\textbf{Solution.} By (\ref{fact}), mixing with one other term gives an operator proportional to $\sum_{ab}U_a^\dagger U_b\otimes W_a^\dagger W_b$. The product $U_a^\dagger U_b$ acts within the states of a single $L$ and is a Cartesian tensor with two indices. It splits into a trace, an antisymmetric part and a symmetric traceless part. By the Wigner--Eckart theorem each part is proportional to the corresponding tensor built from $\mathbf L$:
\begin{equation}
U_a^\dagger U_b=\alpha_0\delta_{ab}+i\alpha_1\sum_c\epsilon_{abc}L_c+\alpha_2Q_{ab}(\mathbf L),
\end{equation}
\begin{equation}
Q_{ab}(\mathbf L)=\tfrac12(L_aL_b+L_bL_a)-\tfrac13\delta_{ab}\mathbf L^2 .
\end{equation}
The spin factor has the same form with coefficients $\beta_0,\beta_1,\beta_2$. Products of parts with different symmetry vanish on summation. With $\sum_{ab}\delta_{ab}\delta_{ab}=3$ and $\sum_{ab}\epsilon_{abc}\epsilon_{abd}=2\delta_{cd}$, the sum is
\begin{equation}
3\alpha_0\beta_0-2\alpha_1\beta_1\,\mathbf L\cdot\mathbf S
+\alpha_2\beta_2\sum_{ab}Q_{ab}(\mathbf L)Q_{ab}(\mathbf S).
\end{equation}

To evaluate the last sum, note that the trace terms combine to $(-\tfrac13-\tfrac13+\tfrac39)\mathbf L^2\mathbf S^2=-\tfrac13\mathbf L^2\mathbf S^2$. In the remainder the spin factor is symmetric, so the orbital factor may be written as $L_aL_b$. The two orderings of the spins give
\begin{align}
\sum_{ab}L_aL_bS_aS_b&=(\mathbf L\cdot\mathbf S)^2,\\
\sum_{ab}L_aL_bS_bS_a&=(\mathbf L\cdot\mathbf S)^2-i\sum_{abc}\epsilon_{abc}L_aL_bS_c
=(\mathbf L\cdot\mathbf S)^2+\mathbf L\cdot\mathbf S ,
\end{align}
where $S_bS_a=S_aS_b-i\sum_c\epsilon_{abc}S_c$ and $\sum_{ab}\epsilon_{abc}L_aL_b=iL_c$ were used. Half their sum gives
\begin{equation}
\sum_{ab}Q_{ab}(\mathbf L)Q_{ab}(\mathbf S)=(\mathbf L\cdot\mathbf S)^2+\tfrac12\mathbf L\cdot\mathbf S-\tfrac13\mathbf L^2\mathbf S^2 .
\label{qq}
\end{equation}
The highest power is therefore the second, whatever the number of levels.

The term $^4F$ of $d^3$ has four levels and can contradict this. For $J=\tfrac92,\tfrac72,\tfrac52,\tfrac32$ it has $X=4.5,\,0,\,-3.5,\,-6$. A $^2G$ term contains $J=\tfrac92$ and $\tfrac72$ alone, so its contribution must vanish at the other two levels. A quadratic can do so only as a multiple of $(X+3.5)(X+6)$. This equals $84$ at $X=4.5$ and $21$ at $X=0$, which predicts squared couplings in the ratio $4:1$. The values computed from determinants are $2.5\,\zeta^2$ and $0.625\,\zeta^2$, in that ratio. The configuration has two $^2D$ terms, which the program takes together. For mixing of $^4F$ with $^2D$, $^2F$ and $^2G$ separately, the computed cubic coefficient is zero to rounding error.

\section*{(f) The interval rule and the mean energy}

\textit{Find the departure of $^3F$ from the interval rule and the shift of its mean energy.}

\textbf{Solution.} Let $A=\tfrac\zeta2+c_1$. Equation (\ref{heff}) gives
\begin{align}
E_4-E_3&=4A+(9-1)c_2=4A+8c_2,\\
E_3-E_2&=3A+(1-16)c_2=3A-15c_2,
\end{align}
and hence
\begin{equation}
\frac{E_4-E_3}{4}-\frac{E_3-E_2}{3}=2c_2+5c_2=7c_2 .
\label{defect}
\end{equation}
The constant and the linear term drop out, so this combination isolates $c_2$. Since $c_2<0$, the upper interval is too small relative to the lower one. The depression of $J=4$ contributes $-\zeta^2/(4G)$ to (\ref{defect}) and that of $J=2$ contributes $-4\zeta^2/(5D)$, so the second part is the larger if $D$ and $G$ are comparable.

For the mean, weight each level by $2J+1$. The mean of $X$ is $(27-7-20)/21=0$, and that of $X^2$ is $(81+7+80)/21=8$. The mean shift is
\begin{equation}
c_0+8c_2=-\zeta^2\left[\frac{3}{7G}+\frac{4}{7D}\right].
\end{equation}
The constant $c_0$ alone is the value of the polynomial at $X=0$, where $^3F$ has no level, and its sign has no direct meaning.

A measured defect (\ref{defect}) does not by itself prove term mixing. The magnetic dipole interaction between spins is a product of symmetric traceless tensors in orbital and spin space. Within one term it is therefore proportional to (\ref{qq}) and also contributes an $(\mathbf L\cdot\mathbf S)^2$ part.

\section*{(g) Numbers, and the error of second order}

\textit{Evaluate the results for $\zeta=1$, $D=40$, $G=60$, $E(^3P)=45$ and $E(^1S)=150$, all in millihartree (m$E_{\rm h}$). Estimate the leading error and compare with full diagonalization of the model.}

\textbf{Solution.} These are round model parameters. In m$E_{\rm h}$,
\begin{align}
c_0&=-\left(\tfrac1{420}-\tfrac3{350}\right)=0.00619,\qquad
c_1=-\left(\tfrac1{336}-\tfrac1{175}\right)=0.00274,\\
c_2&=-\left(\tfrac1{1680}+\tfrac1{350}\right)=-0.00345 ,
\end{align}
so $c_2=-0.76\ \mathrm{cm^{-1}}$. The $^1D$ part, $\tfrac1{350}$, is nearly five times the $^1G$ part. The shifts (\ref{shifts}) are $-\tfrac1{60}=-0.0167$ for $J=4$ and $-\tfrac{12}{200}=-0.0600$ for $J=2$. The mean shift is $-0.0214$.

For the error, return to (\ref{elim}) before any approximation. For $J=4$ it reads
\begin{equation}
E_4=\tfrac32\zeta+\frac{\zeta^2}{E_4-G}
\simeq\tfrac32\zeta-\frac{\zeta^2}{G-\frac32\zeta}
\simeq\tfrac32\zeta-\frac{\zeta^2}{G}-\frac{3\zeta^3}{2G^2}.
\end{equation}
For $J=2$, the coupling of $^1D$ to $^3P$ changes the denominator by an amount of order $\zeta^2$, which affects the energy from fourth order on. To third order,
\begin{equation}
E_2\simeq-2\zeta-\frac{12}{5}\frac{\zeta^2}{D+2\zeta}
\simeq-2\zeta-\frac{12\zeta^2}{5D}+\frac{24\zeta^3}{5D^2}.
\end{equation}
The first-order splitting brings $^3F_4$ closer to $^1G_4$ and takes $^3F_2$ away from $^1D_2$. Second order therefore underestimates the first shift and overestimates the second.

\begin{center}
\begin{tabular}{cccc}
$J$ & second order & full & full \\
 & (m$E_{\rm h}$) & (m$E_{\rm h}$) & (cm$^{-1}$)\\
4 & $1.4833$ & $1.4829$ & $325.5$\\
3 & $-0.5000$ & $-0.5000$ & $-109.7$\\
2 & $-2.0600$ & $-2.0571$ & $-451.5$
\end{tabular}
\end{center}

Full minus second order is $-0.00042$ for $J=4$ and $0.00287$ for $J=2$; the third-order formulas give $-0.00042$ and $0.00300$. Relative to the full shift from the first-order level, the second-order error is about $2.5\%$ for $J=4$ and $5\%$ for $J=2$.

The ratio of intervals falls from $2.0000/1.5000=1.333$ in first order to $1.9833/1.5600=1.271$ in second order; full diagonalization gives $1.273$. The defect (\ref{defect}) is
\begin{equation}
\frac{1.9833}{4}-\frac{1.5600}{3}=-0.0242=7c_2 ,
\end{equation}
against $-0.0233$ in full. Although $c_2$ is below one percent of $\zeta/2$, it changes the interval ratio by nearly five percent: to first order in $c_2/A$ the ratio is $\tfrac43(1+7c_2/A)$, and here $7c_2/A\simeq-0.048$.

The expansion fails for $J=4$ when $\zeta$ is no longer small compared with $G$, and for $J=2$ when it is no longer small compared with $D$. The third-order formula for $J=2$ also requires $\zeta$ to be small compared with $E(^3P)-E(^3F)$. The matrix of $H$ for that $J$, which is the matrix of part (c) with the term energies added on the diagonal, can then be diagonalized directly. Other configurations can also change the pattern: a $^1F$ term of the same parity, such as that of $3d4d$, can shift $^3F_3$ of $3d^2$, since $\Delta L=0$, $\Delta S=1$ is allowed by part (a). This needs the radial form $\sum_k\xi(r_k)\,\mathbf l_k\cdot\mathbf s_k$, which obeys the same angular rules. With a constant $\zeta$ the operator changes neither $n$ nor $l$ of any electron and stays within the configuration. The numerical output below lists the computed couplings, coefficients and levels.

\section*{Values computed for the example and the checks}
\begin{verbatim}
spin-orbit parameter zeta = 1.0 mEh
model energy of 3F = 0.0 mEh
model energy of 1D = 40.0 mEh
model energy of 3P = 45.0 mEh
model energy of 1G = 60.0 mEh
model energy of 1S = 150.0 mEh
gaps: D = 40.0 mEh, G = 60.0 mEh
pairs of different d2 terms joined by V: 1D-3P, 3F-1D, 3F-1G, 3P-1S
squared coupling 3F4-1G4 = 1.0000 zeta^2
squared coupling 3F2-1D2 = 2.4000 zeta^2
squared coupling 3P2-1D2 = 2.1000 zeta^2
c0 = 0.006190 mEh
c1 = 0.002738 mEh
c2 = -0.003452 mEh = -0.7577 cm^-1
total L.S coefficient zeta/2 + c1 = 0.502738 mEh
mean shift of 3F = -0.021429 mEh
J=4: L.S = 3.0, first order = 1.500000 mEh, second-order shift = -0.016667 mEh
J=4: level to second order = 1.483333 mEh = 325.55 cm^-1
J=4: full diagonalization = 1.482911 mEh = 325.46 cm^-1
J=3: L.S = -1.0, first order = -0.500000 mEh, second-order shift = 0.000000 mEh
J=3: level to second order = -0.500000 mEh = -109.74 cm^-1
J=3: full diagonalization = -0.500000 mEh = -109.74 cm^-1
J=2: L.S = -4.0, first order = -2.000000 mEh, second-order shift = -0.060000 mEh
J=2: level to second order = -2.060000 mEh = -452.12 cm^-1
J=2: full diagonalization = -2.057125 mEh = -451.49 cm^-1
J=4: full minus second order = -0.000422 mEh, third-order formula = -0.000417 mEh
J=2: full minus second order = 0.002875 mEh, third-order formula = 0.003000 mEh
first order: E4-E3 = 2.000000 mEh, E3-E2 = 1.500000 mEh, ratio = 1.3333
second order: E4-E3 = 1.983333 mEh, E3-E2 = 1.560000 mEh, ratio = 1.2714
full: E4-E3 = 1.982911 mEh, E3-E2 = 1.557125 mEh, ratio = 1.2734
interval defect, second order = -0.024167 mEh
interval defect, full = -0.023314 mEh
7 c2 = -0.024167 mEh
d3 4F: L.S for J=9/2,7/2,5/2,3/2 = 4.5, 0.0, -3.5, -6.0
d3 4F-2G squared couplings, same order = 2.5000, 0.6250, 0.0000, 0.0000 zeta^2
d3 4F: largest cubic coefficient = 9.8e-18 zeta^2
\end{verbatim}
